# Velocity of an equidistant step train with symmetric finite attachment

**Q:** A crystal surface grows as a train of parallel steps. If atoms do not join a step at once when they reach it, the train should slow down. Before I accept any law for this, which problem is being solved?

**A:** The steps are straight, a distance $L$ apart, and infinitely long, so one coordinate $x$ suffices. Atoms land with flux $F$ per area and time, diffuse with diffusivity $D$, and desorb after a mean time $\tau$. The adatoms are dilute and do not form islands. Let $c(x)$ be their number per area. On a terrace occupying $-L/2<x<L/2$, the diffusion current is $J=-Dc'$, where a prime means $d/dx$. In a steady state, arrival minus desorption balances the divergence of the current, $F-c/\tau=J'$, so

$$Dc''-\frac{c}{\tau}+F=0 .$$

I first treat the steps as standing still while the adatoms diffuse. That is an approximation, and its error can be computed.

**Q:** What happens at the steps?

**A:** A step in equilibrium with its terrace holds the adatom density there at $c_{\rm eq}$, the same for every step. Out of equilibrium I assume a linear law: each side of a step takes up $k(c-c_{\rm eq})$ atoms per step length and time, with the same $k$ on both sides. The signs follow from the direction of the current. At the left end, atoms enter the step by moving to the left, so the uptake is $-J=Dc'$. At the right end it is $+J=-Dc'$. Hence

$$Dc'=k(c-c_{\rm eq})\ \text{at } x=-\tfrac L2,\qquad -Dc'=k(c-c_{\rm eq})\ \text{at } x=+\tfrac L2 .$$

Since $k$ is a velocity, $d=D/k$ is a length, called the kinetic length. Fast attachment means $d\to0$, which forces $c=c_{\rm eq}$ at the steps.

**Q:** You will now assume a symmetric density profile. Why must it be symmetric?

**A:** Because the problem has one solution. Let $g$ be the difference of two solutions. Then $Dg''=g/\tau$, with $Dg'=kg$ at the left end and $-Dg'=kg$ at the right end. Multiply the equation by $g$, integrate over the terrace, and integrate the left side by parts:

$$-k\left[g(\tfrac L2)^2+g(-\tfrac L2)^2\right]-D\int g'^2dx=\frac1\tau\int g^2dx .$$

The left side cannot be positive and the right side cannot be negative, so $g=0$. The reflected profile $c(-x)$ satisfies the same equation and the same pair of boundary conditions. It must therefore equal $c(x)$.

**Q:** Then solve it.

**A:** Multiply the balance equation by $\tau$ and define the diffusion length $x_s=\sqrt{D\tau}$:

$$x_s^2c''=c-F\tau .$$

Far from any step the density would be $F\tau$. The deficit $w=F\tau-c$ obeys $x_s^2w''=w$, whose even solution is $w=A\cosh(x/x_s)$. Write $\lambda=L/2x_s$ and $\Delta=F\tau-c_{\rm eq}$. At the right end, $-Dc'=Dw'$ and $c-c_{\rm eq}=\Delta-w$, so

$$\frac{DA}{x_s}\sinh\lambda=k\left(\Delta-A\cosh\lambda\right).$$

Dividing by $k$ and collecting the terms in $A$ gives

$$A=\frac{\Delta}{\cosh\lambda+(d/x_s)\sinh\lambda},\qquad c=F\tau-A\cosh\frac{x}{x_s}.$$

**Q:** How does this become a velocity, and where do the factors of two come from?

**A:** One side of a step collects

$$j=\frac{DA}{x_s}\sinh\lambda=\frac{D\Delta}{x_s}\,\frac{\tanh\lambda}{1+(d/x_s)\tanh\lambda},$$

where numerator and denominator were divided by $\cosh\lambda$. Each step borders two terraces, one in front and one behind, and with equal spacing both deliver $j$. Each atom taken up extends the upper layer by an area $\Omega$, so $v=2\Omega j$. The other two, in $\lambda=L/2x_s$, comes from measuring $x$ from the middle of the terrace.

Now put $F_{\rm net}=F-c_{\rm eq}/\tau$, the flux in excess of what equilibrium desorption removes. Then $\Delta=\tau F_{\rm net}$, and $D\Delta/x_s=D\tau F_{\rm net}/x_s=x_sF_{\rm net}$. Therefore

$$v=\frac{v_{\rm fast}}{1+\dfrac{d}{x_s}\tanh\dfrac{L}{2x_s}},\qquad v_{\rm fast}=2\Omega x_sF_{\rm net}\tanh\frac{L}{2x_s}.$$

Setting $d=0$ leaves $v_{\rm fast}$, so that is the fast-attachment velocity and the denominator is the whole effect of finite attachment.

**Q:** Can you get the same velocity without using the current at the steps?

**A:** Yes, by counting what does not desorb. The number of atoms kept per terrace, per step length and time, is the integral of $F-c/\tau=w/\tau$:

$$\int_{-L/2}^{L/2}\frac{w}{\tau}\,dx=\frac{2Ax_s}{\tau}\sinh\lambda=\frac{2DA}{x_s}\sinh\lambda=2j ,$$

because $x_s/\tau=D/x_s$. There is one terrace per step, so multiplying by $\Omega$ returns $v$.

**Q:** I would like to see numbers.

**A:** Take round model parameters: $D=10^6\ \mathrm{nm^2/s}$, $\tau=0.01$ s, $\Omega=0.1\ \mathrm{nm^2}$, $c_{\rm eq}=0.01\ \mathrm{nm^{-2}}$, $F=1.5\ \mathrm{nm^{-2}\,s^{-1}}$, $d=50$ nm and $L=200$ nm. Then $x_s=100$ nm, $\lambda=1$ and $\tanh\lambda=0.7616$. Equilibrium desorption is $0.01/0.01=1\ \mathrm{nm^{-2}\,s^{-1}}$, which leaves $F_{\rm net}=0.5\ \mathrm{nm^{-2}\,s^{-1}}$. The fast-attachment velocity is

$$v_{\rm fast}=2(0.1)(100)(0.5)(0.7616)=7.616\ \mathrm{nm/s},$$

the divisor is $1+0.5\times0.7616=1.381$, and so $v=5.516$ nm/s. A finite-volume solution of the terrace problem, which does not use the hyperbolic profile, gives the same value, as the numerical output shows.

**Q:** Something bothers me. If atoms attach slowly, they pile up at the step. A higher density there raises the uptake $k(c-c_{\rm eq})$. Why does the pile-up not restore the old velocity?

**A:** It restores part of it. From $j=k(c_{\rm step}-c_{\rm eq})$ and $D/k=d$,

$$c_{\rm step}-c_{\rm eq}=\frac jk=\Delta\,\frac{(d/x_s)\tanh\lambda}{1+(d/x_s)\tanh\lambda}.$$

Subtracting this from $\Delta$ gives what is left to drive diffusion towards the step:

$$F\tau-c_{\rm step}=\frac{\Delta}{1+(d/x_s)\tanh\lambda}.$$

The pile-up thus helps attachment but weakens diffusion, and the density settles where the two currents agree. The divisor is the factor by which the driving difference for diffusion has fallen.

In the example $\Delta=0.005\ \mathrm{nm^{-2}}$. Of this, $0.00138\ \mathrm{nm^{-2}}$ is spent on attachment and $0.00362\ \mathrm{nm^{-2}}$ remains for diffusion. The ratio $0.005/0.00362$ is again 1.38. The uptake on one side is $2\times10^4\times0.00138\approx27.6\ \mathrm{nm^{-1}\,s^{-1}}$, and twice this times $\Omega$ is the velocity found above.

The atoms missing from the steps have desorbed. The density is higher over the whole terrace than with fast attachment, because $d$ reduces $A$ and hence the deficit $w$ everywhere, and desorption is $c/\tau$.

**Q:** Then without desorption, slow attachment should cost nothing.

**A:** In the steady state, that is so. Let $\tau\to\infty$ at fixed $D$, $L$, $d$ and $F$, with $c_{\rm eq}$ also fixed. Then $x_s\to\infty$, $F_{\rm net}\to F$, and $\tanh\lambda\approx L/2x_s$. The divisor becomes $1+dL/2x_s^2\to1$, while $v_{\rm fast}\to2\Omega x_sF(L/2x_s)=\Omega FL$. Every atom that lands must end in a step, and the density at the step rises until the step can take them. Slow attachment then changes the density but not the velocity, as long as that higher density does not produce islands, which this model excludes.

**Q:** With desorption present, is a dense train hurt more or less than a sparse one? The added resistance sits at the step, and a dense train has more steps.

**A:** Invert the velocity, for $F_{\rm net}>0$:

$$\frac1v=\frac{1}{v_{\rm fast}}+\frac{(d/x_s)\tanh\lambda}{2\Omega x_sF_{\rm net}\tanh\lambda}
=\frac1{v_{\rm fast}}+\frac{d}{2\Omega x_s^2F_{\rm net}} .$$

The hyperbolic tangent cancels in the second term. Slow attachment adds the same time per unit length of advance at every spacing. Since $x_s^2F_{\rm net}=D\Delta$ and $D/d=k$, this added time is $1/(2\Omega k\Delta)$.

For the example it is $50/(2\times0.1\times10^4\times0.5)=0.05$ s/nm. At $L=200$ nm, $1/7.616+0.05=0.1813$ s/nm, whose inverse is 5.516 nm/s. A dense train is already slow, since each step has a narrow strip to feed on, so the same addition is a smaller fraction of its total. The finite-volume solutions give:

| $L$ (nm) | $v_{\rm fast}$ (nm/s) | $v$ (nm/s) | ratio | captured |
|---:|---:|---:|---:|---:|
| 20 | 0.997 | 0.949 | 1.050 | 0.949 |
| 50 | 2.449 | 2.182 | 1.122 | 0.873 |
| 100 | 4.621 | 3.754 | 1.231 | 0.751 |
| 200 | 7.616 | 5.516 | 1.381 | 0.552 |
| 400 | 9.640 | 6.505 | 1.482 | 0.325 |
| 1000 | 9.999 | 6.666 | 1.500 | 0.133 |

The last column is $v/(\Omega F_{\rm net}L)$, the part of the net flux that the steps capture. The sparse train loses the larger factor.

**Q:** Explain the two ends of the table.

**A:** For $L\gg x_s$, $\tanh\lambda\to1$. The divisor is $1+d/x_s=1.5$ and the velocity is $10/1.5=6.67$ nm/s. Each step then draws mainly on atoms that land within about $x_s$ of it on either side, and no longer notices its neighbours. Slow attachment lowers the share of these atoms that it keeps.

For $L\ll x_s$, $\tanh\lambda\approx L/2x_s$ gives

$$v\approx\frac{\Omega F_{\rm net}L}{1+dL/2x_s^2}.$$

At $L=20$ nm the divisor is $1+50\times20/(2\times10^4)=1.05$, as in the table. With fast attachment this train would have advanced at 0.997 nm/s, against $\Omega F_{\rm net}L=1$ nm/s for full capture. Most of the 5 per cent it fails to capture is therefore due to slow attachment.

A short spacing alone does not make attachment harmless. The condition is $dL\ll2x_s^2$, which a large enough $d$ violates even when $L\ll x_s$.

**Q:** And if attachment is very slow?

**A:** When $(d/x_s)\tanh\lambda\gg1$, the one in the divisor can be dropped, the tangents cancel, and

$$v\to\frac{2\Omega x_s^2F_{\rm net}}{d}=2\Omega k\Delta .$$

The terrace is then filled almost uniformly to $F\tau$, and each side of a step takes up $k\Delta$ whatever the spacing.

**Q:** You have held the steps still in order to compute how fast they move. A moving step runs into the adatoms ahead of it and away from those behind. I expect an error of first order in $v$.

**A:** Each side does change in first order, but the sum does not. Let the train move towards $+x$ and use the coordinate $\xi=x-vt$. A profile that travels with the train has $\partial c/\partial t=-v\,dc/d\xi$ at fixed $x$, so, with primes now meaning $d/d\xi$,

$$Dc''+vc'-\frac c\tau+F=0 .$$

The current relative to the steps is $-Dc'-vc$. The boundary conditions become

$$Dc'+vc=k(c-c_{\rm eq})\ \text{(left)},\qquad -(Dc'+vc)=k(c-c_{\rm eq})\ \text{(right)}.$$

The left end of a terrace touches the step that advances into it, and there $+vc$ is the rate at which the step runs into adatoms. The velocity must satisfy $v=\Omega G(v)$, where $G=k(c_{\rm left}+c_{\rm right}-2c_{\rm eq})$ is the total uptake.

Now reflect the profile, $\hat c(\xi)=c(-\xi)$. First derivatives change sign and second derivatives do not, so $\hat c$ obeys the same equation with $v$ replaced by $-v$. The right-hand condition on $c$ turns into

$$D\hat c'-v\hat c=k(\hat c-c_{\rm eq})\ \text{(left)},$$

which is the left-hand condition with $-v$, and the other end works the same way. Reflection exchanges $c_{\rm left}$ and $c_{\rm right}$ and keeps their sum, so $G(-v)=G(v)$. The solution depends smoothly on $v$ near zero, since the problem at $v=0$ has one solution. The first correction to $G$ is therefore quadratic.

**Q:** How large is it?

**A:** For a terrace about as wide as $x_s$ or wider, the dimensionless measure of step motion is $vx_s/D$, which is $5.5\times10^{-4}$ in the example. Solving the moving problem gives a relative change in $G$ of $0.226\,(vx_s/D)^2$ for small $v$. The coefficient belongs to these parameters. The velocity changes by $0.226\times(5.5\times10^{-4})^2\approx7\times10^{-8}$, relative to the value for steps held still. Here the neglect is harmless. On this terrace it would fail for $vx_s/D$ of order one: at $vx_s/D=1$, $G$ changes by about 21 per cent. On a terrace much narrower than $x_s$, a large $vx_s/D$ need not matter. The uptake of a moving train is still $G=\int(F-c/\tau)\,d\xi$, which tends to $FL$ as $\tau\to\infty$ whatever $v$ is, even though $vx_s/D$ then grows without bound.

**Q:** Does the law survive if the crystal evaporates?

**A:** Nothing in the derivation fixed the sign of $F_{\rm net}$. For $F<c_{\rm eq}/\tau$ the steps emit atoms and retreat, with the same divisor. With $F=0.5\ \mathrm{nm^{-2}\,s^{-1}}$, $F_{\rm net}$ is $-0.5\ \mathrm{nm^{-2}\,s^{-1}}$, and the moving-frame solution gives $-5.516$ nm/s.

**Q:** Real steps may let adatoms cross from one terrace to the next without being incorporated. You have left that out.

**A:** Suppose a direct current proportional to the density difference across the step is allowed. In the symmetric train with steps held still, the densities on the two sides of a step are equal, because they are the values of an even profile at the two ends of identical terraces. The crossing current is zero, and the solution already found still satisfies every condition. Numerically, a crossing coefficient of $10^5$ nm/s leaves 5.516 nm/s unchanged.

**Q:** And if the two sides attach at different rates? I would put the mean kinetic length into your formula.

**A:** That gives the wrong velocity. Let the kinetic lengths be $d_a$ at the left end and $d_b$ at the right end of each terrace, without crossing. The deficit now has an odd part, $w=A\cosh(x/x_s)+B\sinh(x/x_s)$. Write $a=d_a/x_s$, $b=d_b/x_s$, $C=\cosh\lambda$ and $S=\sinh\lambda$. The boundary conditions, each divided by its own $k$, are

$$b(AS+BC)=\Delta-AC-BS,\qquad a(AS-BC)=\Delta-AC+BS .$$

Define $m=(a+b)/2$ and $s=(b-a)/2$. Half the sum and half the difference of the two equations are

$$mAS+sBC=\Delta-AC,\qquad sAS+mBC=-BS .$$

The second gives $B=-sAS/(mC+S)$. Inserting this in the first gives

$$A\left[C+mS-\frac{s^2SC}{mC+S}\right]=\Delta .$$

The total uptake is $D[w'(L/2)-w'(-L/2)]=2DAS/x_s$, because the odd part of $w$ has equal slopes at both ends. Dividing by $C$ and writing $T=\tanh\lambda$,

$$v=\frac{v_{\rm fast}}{1+mT-\dfrac{s^2T}{m+T}} .$$

The mean kinetic length accounts for the term $mT$. The last term lowers the divisor whenever the sides differ. On a terrace much wider than $x_s$ the two sides work independently: with $T=1$ the formula becomes

$$v=\frac{v_{\rm fast}}2\left(\frac1{1+a}+\frac1{1+b}\right).$$

Compared with two sides of the mean kinetic length, the easier side then gains more than the harder side loses. On a narrower terrace, atoms that the harder side does not take up can also diffuse across to the easier one.

For $d_a=20$ nm and $d_b=80$ nm the mean is still 50 nm, so $m=0.5$ and $s=0.3$. The last term is $0.09\times0.7616/1.2616=0.054$, the divisor falls from 1.381 to 1.326, and $v=5.74$ nm/s. The finite-volume solution agrees. Using the mean kinetic length would have given 5.52 nm/s, about 4 per cent too low. With unequal sides the reflection also exchanges $d_a$ and $d_b$, so $G$ is no longer even in $v$ and step motion enters in first order. Here it shifts the velocity by about $2\times10^{-4}$ of its value, up or down depending on which side faces forward, and leaves 5.74 nm/s.

**Q:** Does crossing matter in that case?

**A:** It does, since the densities on the two sides of a step now differ. Very fast crossing would make them equal. The profile is then even again, and the two sides together take up $(k_a+k_b)(c_{\rm step}-c_{\rm eq})$. This is the symmetric problem with $k$ replaced by the mean of $k_a$ and $k_b$, so the kinetic length is

$$d=\frac{2D}{k_a+k_b}=\frac{2d_ad_b}{d_a+d_b}=\frac{2\times20\times80}{100}=32\ \mathrm{nm}.$$

The divisor becomes $1+0.32\times0.7616=1.244$, and the limiting velocity is 6.12 nm/s. With the finite crossing coefficient of $10^5$ nm/s the computed velocity is 6.07 nm/s, between the value without crossing and this limit.

**Q:** So may I use the symmetric law for any train whose steps attach equally on both sides?

**A:** For a uniform one, within the stated model. If the spacings differ, a step receives different amounts from its two terraces, and its velocity is no longer given by a single $L$. If the steps interact so that $c_{\rm eq}$ varies from step to step, the boundary conditions change. Whether an equidistant train remains equidistant after a disturbance is a separate question, which this steady solution does not answer.

## Calculated quantities

```
diffusivity D = 1e+06 nm^2/s
adatom lifetime tau = 0.01 s
area per atom Omega = 0.1 nm^2
equilibrium density ceq = 0.01 nm^-2
deposition flux F = 1.5 nm^-2 s^-1
kinetic length d = 50 nm
step spacing L = 200 nm
diffusion length xs = 100 nm
attachment coefficient k = 2e+04 nm/s
net flux F - ceq/tau = 0.5 nm^-2 s^-1
far density F tau = 0.015 nm^-2
driving excess F tau - ceq = 0.005 nm^-2
L/(2 xs) = 1 (no unit)
tanh(L/(2 xs)) = 0.76159 (no unit)
divisor from formula = 1.38080 (no unit)
fast-attachment velocity, formula = 7.6159 nm/s
velocity, formula = 5.5156 nm/s
velocity, finite volumes = 5.5156 nm/s
velocity from global balance = 5.5156 nm/s
density at step = 0.011379 nm^-2
excess at step c_step - ceq = 0.001379 nm^-2
density at mid-terrace = 0.012653 nm^-2
remaining drive F tau - c_step = 0.003621 nm^-2
capture from one side = 27.5781 nm^-1 s^-1
slowness added by attachment = 0.0500 s/nm
finite volumes: L (nm), v_fast (nm/s), v (nm/s), v_fast/v, captured part of net flux
      20    0.9967    0.9494   1.0498   0.9494
      50    2.4492    2.1820   1.1225   0.8728
     100    4.6212    3.7538   1.2311   0.7508
     200    7.6159    5.5156   1.3808   0.5516
     400    9.6403    6.5049   1.4820   0.3252
    1000    9.9992    6.6663   1.5000   0.1333
isolated-step divisor 1 + d/xs = 1.5000 (no unit)
isolated-step fast velocity = 10.0000 nm/s
isolated-step velocity = 6.6667 nm/s
motion parameter v xs/D = 5.516e-04 (no unit)
coefficient of (v xs/D)^2 in capture = 0.226 (no unit)
relative velocity change by step motion = 6.88e-08
lower flux for retreat = 0.5 nm^-2 s^-1
velocity at lower flux = -5.5156 nm/s
crossing coefficient = 1e+05 nm/s
equal sides with crossing: velocity = 5.5156 nm/s
unequal kinetic lengths = 20 and 80 nm
unequal sides, no crossing: velocity = 5.7415 nm/s
unequal sides with crossing: velocity = 6.0662 nm/s
```
